# Slater Integrals on a Logarithmic Grid and the Racah Ratio C/B, part 1

(Sections cited here and not found follow in the second part.)

### A thin shell

Let all the charge of a radial function $P(r)$ sit at one radius, so that the radial density $\rho=P^2$ is $\delta(r-r_0)$. In Gaussian units the Slater integrals of the shell with itself are

$$F^k=e^2\int_0^\infty\!\!dr\int_0^\infty\!\!ds\,\rho(r)\rho(s)\,\frac{r_<^k}{r_>^{k+1}},\qquad \int_0^\infty\rho\,dr=1,$$

where $r_<$ and $r_>$ are the smaller and the larger of $r$ and $s$. The inner integral, multiplied by $r$ to make it dimensionless, is called $Y^k(r)$, so that $F^k=e^2\int\rho Y^k\,dr/r$. For the thin shell $Y^k=(r/r_0)^{k+1}$ inside and $(r_0/r)^k$ outside, and $F^k=e^2/r_0$ for every $k$. Put $x=\ln(r/a_0)$ with $a_0=\hbar^2/me^2$, and $\kappa=k+\tfrac12$. Dividing by $r^{1/2}$ turns the exponents $k+1$ and $-k$ into $\kappa$ and $-\kappa$:

$$r^{-1/2}Y^k=r_0^{-1/2}\,e^{-\kappa|x-x_0|}.$$

The shape of this function depends only on the distance in $x$ from the shell. It solves $y''=\kappa^2y$ on either side, and its slope drops by $2\kappa r_0^{-1/2}$ at $x_0$. A general density is a superposition of thin shells, so on a grid uniform in $x$ the problem has constant coefficients, and its errors can be found by Fourier analysis.

### The differential equation

Splitting the integral at $s=r$ gives

$$Y^k=r^{-k}I_1+r^{k+1}I_2,\qquad I_1=\int_0^r s^k\rho\,ds,\qquad I_2=\int_r^\infty s^{-k-1}\rho\,ds .$$

Since $I_1'=r^k\rho$ and $I_2'=-r^{-k-1}\rho$, the terms $+\rho$ and $-\rho$ cancel in the first derivative, leaving $dY^k/dr=-kr^{-k-1}I_1+(k+1)r^kI_2$. In the second derivative the limits contribute $-k\rho/r$ and $-(k+1)\rho/r$, and the powers contribute $k(k+1)(r^{-k-2}I_1+r^{k-1}I_2)=k(k+1)Y^k/r^2$:

$$\frac{d^2Y^k}{dr^2}-\frac{k(k+1)}{r^2}Y^k=-(2k+1)\frac{\rho}{r}.$$

With $d/dr=r^{-1}d/dx$ one has $r^2\,d^2Y/dr^2=Y_{xx}-Y_x$. Write $Y^k=r^{1/2}y$, and let primes denote $d/dx$ from here on. Because $dr^{1/2}/dx=\tfrac12r^{1/2}$, $Y_x=r^{1/2}(y'+y/2)$ and $Y_{xx}=r^{1/2}(y''+y'+y/4)$, whose difference is $r^{1/2}(y''-y/4)$. Using $k(k+1)+\tfrac14=\kappa^2$ and $2k+1=2\kappa$,

$$y''-\kappa^2y=-2\kappa g,\qquad g=r^{1/2}\rho,\qquad F^k=e^2\int\rho Y^k\,dx=e^2\int g\,y\,dx .$$

The solution belonging to the definition is $y=y_{\rm in}+y_{\rm out}$ with $y_{\rm in}=r^{-\kappa}I_1$ and $y_{\rm out}=r^{\kappa}I_2$. Since $s^k\rho\,ds=s^{\kappa}g\,dx'$ and $s^{-k-1}\rho\,ds=s^{-\kappa}g\,dx'$, this is $y(x)=\int e^{-\kappa|x-x'|}g(x')\,dx'$, the solution that vanishes at both ends. With $\hat g(\omega)=\int g\,e^{-i\omega x}dx$ the equation reads $-(\omega^2+\kappa^2)\hat y=-2\kappa\hat g$, and Parseval's theorem gives

$$F^k=e^2\int\frac{d\omega}{2\pi}\,|\hat g|^2K(\omega),\qquad K=\frac{2\kappa}{\kappa^2+\omega^2}.$$

The reference case for the error analysis is the 3d orbital of hydrogen, $\rho=c^2r^6e^{-\beta r}$ with $\beta=2/(3a_0)$ and $c^2=\beta^7/6!=8.128842\times10^{-5}a_0^{-7}$. The double integral is symmetric in $r$ and $s$, so it is twice the part with $r<s$: $F^k=2e^2\int\rho\,r^kI_2\,dr$. Repeated partial integration gives, with $n=5-k$, $I_2=c^2e^{-\beta r}\sum_{j=0}^{n}(n!/j!)\,r^j\beta^{-(n-j+1)}$, and then

$$F^k=\frac{2e^2\beta}{(6!)^2}\sum_{j=0}^{n}\frac{n!}{j!}\,\frac{(6+k+j)!}{2^{7+k+j}} .$$

For $k=4$ the sum is $(10!/2^{11})(1+\tfrac{11}{2})$ and $10!/(6!)^2=7$, so $F^4=91e^2\beta/2048=\tfrac{91}{3072}\,e^2/a_0$. For $k=2$ it is $(8!/2^9)(6+27+67.5+123.75)$ with $8!/(6!)^2=7/90$, so $F^2=\tfrac{2093}{46080}\,e^2/a_0$; likewise $F^0=\tfrac{793}{9216}\,e^2/a_0$. The numerical check tests these values against nested quadrature of the definition and against the Fourier integral, and tests the differential equation by finite differences of the quadrature $Y^k$.

### The algorithm

Take $x_n=nh$ and $\delta^2u_n=u_{n+1}-2u_n+u_{n-1}$. Taylor expansion gives $\delta^2y=h^2y''+\tfrac{h^4}{12}y^{(4)}+\tfrac{h^6}{360}y^{(6)}+\dots$, and the same expansion applied to $y''$ gives $h^2(1+\delta^2/12)y''=h^2y''+\tfrac{h^4}{12}y^{(4)}+\tfrac{h^6}{144}y^{(6)}+\dots$. The two differ by $h^6y^{(6)}(\tfrac1{360}-\tfrac1{144})=-h^6y^{(6)}/240$. Numerov's method equates them and inserts $y''=\kappa^2y-2\kappa g$. With $t=\kappa^2h^2$, $a=1-t/12$, $b=2+10t/12$ and $\gamma=\kappa h^2/6$,

$$-a\,y_{n-1}+b\,y_n-a\,y_{n+1}=\gamma\,(g_{n-1}+10g_n+g_{n+1}).$$

The step is taken small enough that $t<12$, so that $a>0$. Two identities recur: $b-2a=t$ and $b+2a=4+2t/3$.

Number the $N$ stored points from $0$ to $N-1$ and define the problem as the infinite lattice with $g=0$ outside them. Without a source the solutions are $\lambda^{\pm n}$, where $a(\lambda+1/\lambda)=b$ and

$$\lambda=\frac{b+\sqrt{t\,(b+2a)}}{2a}>1 ;$$

writing $b^2-4a^2$ as $t(b+2a)$ avoids a cancellation. Rows $n\le-2$ have no source, so boundedness requires $y_{-2}=y_{-1}/\lambda$. Row $-1$ has the source $\gamma g_0$ and becomes $(b-a/\lambda)y_{-1}-ay_0=\gamma g_0$. As $b-a/\lambda=a\lambda$, this gives $y_{-1}=(y_0+\gamma g_0/a)/\lambda$, and row $0$ becomes

$$(b-a/\lambda)\,y_0-a\,y_1=\gamma\,(10g_0+g_1+g_0/\lambda).$$

The last row is its mirror image. The $N\times N$ matrix is tridiagonal, symmetric and strictly diagonally dominant ($b>2a$ inside, $a\lambda>a$ at the ends), so elimination is stable and costs a number of operations proportional to $N$. The algorithm forms $g_n$, solves this system once, and sums $F_h=e^2h\sum_ng_ny_n$.

The same recurrence could be marched outward from two starting values. The exact $y$ satisfies it up to a residual $\tau_m$ of magnitude $h^6|y^{(6)}|/240$ in each row, and the error obeys the recurrence with these residuals as sources. In marching, a source in row $m$ leaves the points up to $m$ untouched and produces an error proportional to $\tau_m(\lambda^{n-m}-\lambda^{m-n})/[a(\lambda-1/\lambda)]$ beyond. In the boundary-value solve the response is $\tau_m\lambda^{-|n-m|}/[a(\lambda-1/\lambda)]$, which follows from inserting $A\lambda^{-|n-m|}$ in row $m$: $A(b-2a/\lambda)=Aa(\lambda-1/\lambda)$. The marched error therefore grows as $\lambda^n\approx e^{\kappa x}$ in $y$, or $r^{k+1}$ in $Y^k$, while the true $Y^k$ falls as $r^{-k}$. For hydrogen with $k=4$, $h=0.05$ and exact starting values, $Y^4(156.0\,a_0)$ is $4.30573\times10^{-5}$ exactly, $4.30561\times10^{-5}$ from the tridiagonal solve (low by $3\times10^{-5}$ of its value), and $2.648\times10^{3}$ from marching. The logarithmic slope of the marched error at the end of the grid is $5.0000$, equal to $k+1$.

### Discretisation error

On the infinite lattice let $\hat g_h(\omega)=h\sum_ng_ne^{-i\omega x_n}$, with $|\omega|\le\pi/h$. Acting on $e^{i\omega x_n}$, $\delta^2$ is multiplication by $-S$, where $S=2-2\cos\omega h$. The Numerov equation becomes $-S\hat y_h=h^2(1-S/12)(\kappa^2\hat y_h-2\kappa\hat g_h)$, and the lattice form of Parseval's theorem gives, exactly,

$$F_h=e^2\int_{-\pi/h}^{\pi/h}\frac{d\omega}{2\pi}|\hat g_h|^2\frac{2\kappa}{\kappa^2+\omega_h^2},\qquad \omega_h^2h^2=\frac{S}{1-S/12}.$$

This differs from the exact integral in two ways: $\omega_h$ replaces $\omega$, and $\hat g_h$ on a finite interval replaces $\hat g$. The second effect is exponentially small when $g$ is analytic in a strip about the real $x$ axis, as for the orbitals used here, and is treated under aliasing. For the first, put $u=\omega^2h^2$, so that $S=u-u^2/12+u^3/360-u^4/20160$, $S^2=u^2-u^3/6+u^4/80$, $S^3=u^3-u^4/4$, each to order $u^4$. In $S+S^2/12+S^3/144+S^4/1728$ the $u^2$ terms cancel, the $u^3$ coefficient is $\tfrac1{360}-\tfrac1{72}+\tfrac1{144}=-\tfrac1{240}$, and the $u^4$ coefficient is $-\tfrac1{20160}+\tfrac1{960}-\tfrac1{576}+\tfrac1{1728}=-\tfrac1{6048}$. Hence

$$\omega_h^2=\omega^2-\frac{\omega^6h^4}{240}-\frac{\omega^8h^6}{6048}-\dots$$

To first order the kernel rises by $2\kappa(\omega^2-\omega_h^2)/(\kappa^2+\omega^2)^2$. Since $|\hat y|^2=4\kappa^2|\hat g|^2/(\kappa^2+\omega^2)^2$, the product of this rise with $|\hat g|^2$ is $(\omega^2-\omega_h^2)|\hat y|^2/2\kappa$, and $\omega^6|\hat y|^2$ is the squared transform of $y'''$:

$$F_h-F^k=C_4h^4+O(h^6),\qquad C_4=\frac{e^2}{240(2k+1)}\int(y''')^2dx .$$

The leading error is positive for any orbital for which the expansion holds, and the $h^6$ term, $e^2h^6\int(y^{(4)})^2dx/[6048(2k+1)]$, is positive too. The expansion requires $|\hat g|^2$ to be concentrated at $\omega h\ll1$. If $g$ has a kink or a jump, $\hat g$ decays only as $\omega^{-2}$ or $\omega^{-1}$, the aliasing difference between $\hat g_h$ and $\hat g$ is in general of order $h^2$ or $h$, and the order drops.

Two simpler schemes follow from the same formula. The three-point scheme $\delta^2y=h^2y''$ has $\omega_h^2h^2=S$, so $\omega^2-\omega_h^2=\omega^4h^2/12$ and the error is $e^2h^2\int(y'')^2dx/[12(2k+1)]$. The direct double sum $e^2h^2\sum_{n,m}g_ng_me^{-\kappa|x_n-x_m|}$ samples the exact kernel. By Poisson's summation formula, $h\sum_nf(nh)e^{-i\omega nh}=\sum_m\hat f(\omega+2\pi m/h)$, its lattice kernel is $\sum_mK(\omega+2\pi m/h)$. For small $h$ each term with $m\ne0$ is $2\kappa h^2/(2\pi m)^2$, and with $\sum_{m\ge1}m^{-2}=\pi^2/6$ they add to $2\cdot2\kappa h^2/24=\kappa h^2/6$. The error is $e^2\kappa h^2\int g^2dx/6$. It arises from the $\omega^{-2}$ tail of $K$, which is the transform of the kink at $x=x'$, so sampling the exact kernel yields only a second-order method. Summed pair by pair, it costs a number of operations proportional to $N^2$. Because the kernel is exponential, the recursion $s_n=e^{-\kappa h}(s_{n-1}+g_{n-1})$ with $s_0=0$ gives the same double sum as $e^2h^2\sum_ng_n(g_n+2s_n)$, in a number of operations proportional to $N$, but with the same error.

For hydrogen the coefficients are evaluated in real space. Differentiating $y_{\rm in}$ and $y_{\rm out}$ gives $y'=\kappa(y_{\rm out}-y_{\rm in})$, the terms in $g$ cancelling, so $y'''=\kappa^3(y_{\rm out}-y_{\rm in})-2\kappa g'$ with $g'=(\tfrac{13}{2}-\beta r)g$. On 241 points with $h=0.05$ the measured errors, with the leading laws in parentheses, are in $e^2/a_0$:

| $k$ | Numerov, $10^{-9}$ | three-point, $10^{-6}$ | double sum, $10^{-5}$ |
|---|---|---|---|
| 0 | 5.727 (5.721) | 9.398 (9.392) | 1.5672 (1.5666) |
| 2 | 10.223 (10.207) | 8.483 (8.479) | 7.834 (7.833) |
| 4 | 6.384 (6.372) | 4.0895 (4.0891) | 14.093 (14.099) |

The program requires each law to hold within one per cent. For $k=2$, $C_4h^4=1.63318\times10^{-3}\times6.25\times10^{-6}=1.0207\times10^{-8}\,e^2/a_0$, and the measured error is $2.25\times10^{-7}$ of $F^2=0.045421\,e^2/a_0$. The measured Numerov errors lie above the leading law, as the positive $h^6$ term requires. The double-sum laws stand as $1:5:9$, the ratio of the values of $\kappa$.

Richardson extrapolation removes the $h^4$ term: if $F_h=F+C_4h^4+C_6h^6$, then $(16F_h-F_{2h})/15=F-\tfrac{48}{15}C_6h^6$. For $k=2$ the error at $h=0.1$ is $1.6432\times10^{-7}$, and $(16\times1.0223\times10^{-8}-1.6432\times10^{-7})/15=-5.0\times10^{-11}\,e^2/a_0$, negative because $C_6>0$.

In the ratio $R=F^4/F^2$ the relative errors subtract, and two positive errors cancel in part. With Numerov at $h=0.05$ they are $6.384\times10^{-9}/0.029622=2.16\times10^{-7}$ for $F^4$ and $2.25\times10^{-7}$ for $F^2$, leaving about $-1\times10^{-8}$ of $R$; the near equality is a property of this orbital. With the double sum they are $4.8\times10^{-3}$ and $1.7\times10^{-3}$, leaving $3\times10^{-3}$ of $R$.

### Aliasing

Poisson's formula at $\omega=0$ shows that a plain sum $h\sum f(x_n)$ errs by $\sum_{m\neq0}\hat f(2\pi m/h)$ when $x=0$ is a lattice point. For the norm of the hydrogenic density $f=r\rho$, and $\hat f(\omega)=\Gamma(7-i\omega)(\beta a_0)^{i\omega}/6!$ by the substitution $v=\beta r$. The pair $m=\pm1$ gives the error $2\,\mathrm{Re}\,\hat f(2\pi/h)$. Stirling's formula, $|\Gamma(p+i\omega)|\approx\sqrt{2\pi}\,|\omega|^{p-1/2}e^{-\pi|\omega|/2}$ for large $|\omega|$, makes the envelope $2|\hat f|$ a power of $1/h$ times $e^{-\pi^2/h}$. At $h=0.5$ the sum exceeds unity by $1.781\times10^{-5}$, the value of the law; the envelope is $3.399\times10^{-4}$, and the phase of $\hat f$ accounts for the difference. At $h=0.2$ the envelope is $1.454\times10^{-14}$. The measured $3.6\times10^{-15}$ is then at the level of round-off and does not discriminate for or against the law.

In $F_h$ the formula gives $\hat g_h(\omega)=\sum_m\hat g(\omega+2\pi m/h)$ with $|\hat g|\propto|\Gamma(\tfrac{13}2-i\omega)|$. The cross term $\hat g(\omega)\hat g^*(\omega-2\pi/h)$ carries $\exp[-\tfrac\pi2(\omega+2\pi/h-\omega)]=e^{-\pi^2/h}$ for $0<\omega<\pi/h$, and the neglected tail beyond $\pi/h$ carries the same factor. The program tests that at $h=0.2$ the tridiagonal result equals the lattice integral with the unaliased $|\hat g|^2$ to $10^{-9}$ of its value. For $k=0$ and $k=2$ this also tests the diagonal element $b-a/\lambda$ of the end rows against the infinite-lattice formula; for $k=4$, $y$ has decayed too far at the ends for that element to matter at this tolerance. The source term of the end rows is not tested, since $g$ is negligible at the ends of this grid. For Gaussian orbitals $\int r^{p-1-i\omega}e^{-\alpha r^2}dr\propto\Gamma((p-i\omega)/2)$ decays as $e^{-\pi|\omega|/4}$, and the factor becomes $e^{-\pi^2/2h}$.

### The ends of the grid

Because the end rows reproduce the infinite lattice, a finite grid errs only by setting $g=0$ outside it. Ordering each pair of points gives $F^k=2e^2\int g\,y_{\rm out}\,dx$, where $x$ is the smaller member, or $F^k=2e^2\int g\,y_{\rm in}\,dx$, where $x$ is the larger. An inner cut at $r_c$ removes exactly the pairs whose smaller member lies below $r_c$, and an outer cut those whose larger member lies above:

$$\Delta F_{\rm inner}=-2e^2\!\int_{r<r_c}\!g\,y_{\rm out}\,dx,\qquad \Delta F_{\rm outer}=-2e^2\!\int_{r>r_c}\!g\,y_{\rm in}\,dx .$$

Both are negative. For a d orbital $\rho\approx c^2r^6$ near the nucleus, $I_2\to\langle r^{-k-1}\rangle$, which is finite for $k\le4$, and $g\,y_{\rm out}dx=\rho r^kI_2\,dr$, so $\Delta F_{\rm inner}\to-2e^2c^2\langle r^{-k-1}\rangle r_c^{k+7}/(k+7)$. Outside, $g\,y_{\rm in}dx=\rho\,r^{-k-1}I_1\,dr$, and $r^{-k}I_1=\int_0^r(s/r)^k\rho\,ds\le1$, so $|\Delta F_{\rm outer}|\le2e^2q_{\rm out}/r_c$ with $q_{\rm out}=\int_{r_c}^\infty\rho\,dr$. A plain sum gives each point a cell of width $h$, so the effective cut lies half a step beyond the last point kept.

Deliberately severe cuts test this. For $k=2$, removing $r<2.997\,a_0$ changes $F_h$ by $-1.3118\times10^{-4}\,e^2/a_0$ (law $-1.3119\times10^{-4}$), and removing $r>24.97\,a_0$ by $-3.3693\times10^{-5}$ (law $-3.3699\times10^{-5}$). The bound for the outer cut is $2.10\times10^{-4}\,e^2/a_0$ for every $k$. The actual magnitudes are $1.94\times10^{-4}$ for $k=0$ and $9.36\times10^{-6}$ for $k=4$, the bound being loose at larger $k$ because it replaces $(s/r)^k$ by one. The working grid starts at $10^{-3}a_0$, where $(r_c/a_0)^{k+7}\le10^{-21}$.

### Round-off

The infinite matrix multiplies $e^{i\omega x_n}$ by $b-2a\cos\omega h$, so its spectrum fills $[b-2a,\,b+2a]$. The finite matrix $M$ was obtained by eliminating the outside points, so $M^{-1}$ is the stored block of the inverse of the infinite matrix. A Rayleigh quotient of that block is one of the full inverse, so the eigenvalues of $M^{-1}$ lie in $[1/(b+2a),\,1/(b-2a)]$ and

$$\mathrm{cond}\,M\le\frac{b+2a}{b-2a}=\frac{4}{(\kappa h)^2}+\frac23 .$$

At $h=0.05$ the condition numbers are $5532.1$, $254.2$ and $79.4$ for $k=0,2,4$, under the bounds $6400.7$, $256.7$ and $79.7$. The gap for $k=0$ comes from the finite length $L=Nh=12.05$. The lowest eigenvector is $\cos\omega(x-x_{\rm mid})$ with eigenvalue close to $h^2(\kappa^2+\omega^2)$, and the end row demands a ghost value smaller by $1/\lambda$, a logarithmic slope $\kappa$ half a step outside, so $\omega\tan(\omega L/2)=\kappa$. The printed ratio implies $\omega^2=\tfrac14(6400.7/5532.1-1)$, $\omega=0.198$, for which $\omega\tan(\omega L/2)=0.50$.

With machine precision $\epsilon$, the estimate $4\epsilon/(\kappa h)^2$ sets the scale that the relative round-off error of $F_h$ may reach. At $h=0.001$ it is $3.6\times10^{-9}$, $1.4\times10^{-10}$ and $4.4\times10^{-11}$, and the measured relative errors are $1.7\times10^{-10}$, $6.6\times10^{-12}$ and $5.1\times10^{-14}$, a factor of twenty or more below it. The discretisation error at this step is $9.15\times10^{-16}/0.0860=1.1\times10^{-14}$ of $F^0$, so the $k=0$ figure is round-off, and it is $1.02\times10^{-15}/0.0296=3.4\times10^{-14}$ of $F^4$, comparable with the $k=4$ figure. Equating $C_4h^4/F$ with the estimate gives $h^6=4\epsilon F/(\kappa^2C_4)$, which for $k=0$ puts the crossover near $h=0.008$. The estimate is pessimistic: if the round-off error stayed twenty times below it, as measured at $h=0.001$, the crossover would move down by $20^{1/6}=1.65$ to about $h=0.005$. Round-off varies irregularly with $h$. The factor of twenty belongs to that one step; at other steps the error is often smaller and occasionally larger than one twentieth of the estimate, so the crossover is not sharp and can lie at a still smaller step.

The tridiagonal Numerov solve gives $F^k$ in a number of operations proportional to $N$, with leading error $C_4h^4$, and its discretisation, aliasing, truncation and round-off errors have been examined on the hydrogen 3d orbital. It remains to relate $F^2$ and $F^4$ to the terms of $d^2$ and the ratio $C/B$, and to see what fixes $F^4/F^2$, with palladium as a realistic case.

All numerical values are calculated from the stated model.
